# The Z ln Z correlation energy of heavy neutral atoms: test program

```python
# Result under test (hartree atomic units, neutral nonrelativistic atoms, Z large):
#   int n eps_c d3r on the Thomas-Fermi (TF) density = -A Z ln Z + B Z + O(Z^(1/3) ln Z),
#   A = 2 c0/3, c0 = (1-ln2)/pi^2, eps_c(rs) -> c0 ln rs - c1 for the dense electron gas,
#   B = c0 (ln a_s + <ln(x/chi)>/2) - c1, <.> = average with weight chi^1.5 x^0.5 dx.
# Symbols: z = q/2kF, u = omega/(q kF), g = Lindhard function, G(z) = int g^2 du,
#   chi(x) TF function, r = b x Z^(-1/3), S = x^1.5 chi^0.5, p = x chi'/chi,
#   t2 = |grad n|^2/(2 ks n)^2, rs = a_s Z^(-2/3) (x/chi)^0.5.
import numpy as np
from scipy.integrate import solve_ivp, dblquad, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import gamma, zeta
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
EV = physical_constants['Hartree energy in eV'][0]
c0 = (1 - np.log(2)) / pi**2
A = 2 * c0 / 3
alpha = (4 / (9 * pi))**(1 / 3)

def panels(edges, n):
    xg, wg = np.polynomial.legendre.leggauss(n)
    e = np.asarray(edges, float)
    lo, hi = e[:-1, None], e[1:, None]
    return (0.5 * (lo + hi) + 0.5 * (hi - lo) * xg).ravel(), (0.5 * (hi - lo) * wg).ravel()

def lindhard(z, u):
    z, u = np.broadcast_arrays(np.asarray(z, float), np.asarray(u, float))
    out = np.empty(z.shape)
    far = z * z + u * u > 9.0
    zz, uu = z[~far], u[~far]
    out[~far] = (0.5 + (1 - zz**2 + uu**2) / (8 * zz) * np.log1p(4 * zz / ((zz - 1)**2 + uu**2))
                 - 0.5 * uu * (np.arctan((1 + zz) / uu) + np.arctan((1 - zz) / uu)))
    wi = 1 / (z[far] + 1j * u[far])
    wi2, term, acc = wi * wi, wi.copy(), np.zeros(wi.shape)
    for k in range(17):          # large-argument series avoids cancellation
        acc += term.real / ((2 * k + 1) * (2 * k + 3))
        term = term * wi2
    out[far] = acc / z[far]
    return out

# ---------- electron gas: ring sum ----------
u = np.exp(np.arange(-22, 24.01, 0.2)); wu = 0.2 * u
lnz, wz = panels(np.concatenate([np.arange(-22, -0.9, 1.0),
                 [-0.5, -0.2, -0.05, -0.01, 0, 0.01, 0.05, 0.2, 0.5], np.arange(1, 8.1, 1.0)]), 10)
zg = np.exp(lnz)
g = lindhard(zg[:, None], u[None, :])
Gz = g**2 @ wu
R = lindhard(1e-9, u)
G0 = R**2 @ wu
assert abs(G0 - pi * (1 - np.log(2)) / 3) < 1e-8

def eps_rpa(rs):
    kF = 1 / (alpha * rs)
    y = g / (pi * kF * zg[:, None]**2)
    f = np.where(y < 1e-3, y * y * (-0.5 + y * (1 / 3 - y * (0.25 - y / 5))), np.log1p(y) - y)
    return 12 * kF**2 / pi * np.sum(wz * zg**4 * (f @ wu))

R2lnR = (R**2 * np.log(R)) @ wu
Gint = np.sum(wz * np.where(lnz < 0, Gz - G0, Gz))
c_rpa = c0 * np.log(alpha / pi) - c0 / 2 + 3 / pi**3 * R2lnR - 6 / pi**3 * Gint
slope_gas = (eps_rpa(1e-5) - eps_rpa(1e-6)) / np.log(10)
assert abs(slope_gas - c0) < 2e-6
assert abs(eps_rpa(1e-6) - c0 * np.log(1e-6) - c_rpa) < 1e-6

# ---------- second order from the momentum sums (q in units of kF) ----------
def shell(q, n):
    zz, ww = panels([0, 1 - q / 2, 1 + q / 2] if q < 2 else [q / 2 - 1, q / 2 + 1], n)
    return zz, ww, np.maximum(1 - (zz + q / 2)**2, 1e-200), np.maximum(1 - (zz - q / 2)**2, 1e-200)

def direct_per_dq(q):
    zz, ww, lo, hi = shell(q, 48)
    v = ww * (hi - lo)
    return -3 / (4 * pi**2 * q**3) * (v @ (1 / (zz[:, None] + zz[None, :])) @ v)

for q in (0.5, 1.5, 3.0):
    ring2 = -6 / pi**3 * (lindhard(q / 2, u)**2 @ wu) / q
    assert abs(direct_per_dq(q) / ring2 - 1) < 1e-5
log_weight = 1e-3 * direct_per_dq(1e-3)
assert abs(log_weight / (-2 * c0) - 1) < 1e-5

def F(a, b, s):
    return (b * np.arcsinh((a + s * s - b) / (2 * s * np.sqrt(b)))
            + a * np.arcsinh((b + s * s - a) / (2 * s * np.sqrt(a)))
            + 0.5 * np.sqrt((a - b)**2 + 2 * s * s * (a + b) + s**4))

num = dblquad(lambda a, b: ((0.25 + a + b)**2 - 4 * a * b)**-0.5, 0.1, 0.7, 0.2, 0.9)[0]
assert abs(num - (F(.9, .7, .5) - F(.9, .1, .5) - F(.2, .7, .5) + F(.2, .1, .5))) < 1e-7

def exchange_per_dq(q):
    zz, ww, lo, hi = shell(q, 40)
    s = zz[:, None] + zz[None, :]
    a0, a1, b0, b1 = lo[:, None], hi[:, None], lo[None, :], hi[None, :]
    d = F(a1, b1, s) - F(a1, b0, s) - F(a0, b1, s) + F(a0, b0, s)
    return 3 / (8 * pi**2 * q) * (ww @ (d / s) @ ww)

q1, w1 = panels([0, 1, 1.8, 2], 16)
tq, w2 = panels([0, 0.5, 0.9, 1], 16)
e2x = sum(w * exchange_per_dq(q) for q, w in zip(q1, w1)) \
    + sum(w * 2 / s**2 * exchange_per_dq(2 / s) for s, w in zip(tq, w2))
assert abs(e2x - (np.log(2) / 6 - 3 * zeta(3) / (4 * pi**2))) < 1e-5
c1 = -(c_rpa + e2x)

# ---------- TF function, integrated inward from the 144/x^3 fixed point ----------
h = 0.02
tt = np.linspace(0, -80, 4001)
dlt = 1e-7
sol = solve_ivp(lambda t, y: [(3 + y[1]) / 2, y[1] - y[1]**2 + np.exp(y[0])], (0, -80),
                [np.log(12) - dlt / 2, -3 + (np.sqrt(73) - 7) / 2 * dlt], t_eval=tt,
                method='DOP853', rtol=1e-12, atol=[1e-13, 1e-17])
lnS, p = sol.y[0][::-1], sol.y[1][::-1]
lnx = tt[::-1] + (lnS[0] - 1.5 * tt[-1]) / 1.5
lnchi = 2 * lnS - 3 * lnx
x, chi = np.exp(lnx), np.exp(lnchi)
w = h * (x * chi)**1.5
i0 = np.searchsorted(x, 1e-6)
slope0 = p[i0] * chi[i0] / x[i0] - 2 * np.sqrt(x[i0])
assert abs(w.sum() - 1) < 1e-7
assert abs(h * np.sum(chi**2.5 * np.sqrt(x)) + 5 / 7 * slope0) < 1e-6
b_tf = 0.5 * (3 * pi / 4)**(2 / 3)
a_s = (27 * pi**2 / 128)**(1 / 3)
mean_ln = w @ (lnx - lnchi)
int_xchi = h * np.sum(x * x * chi)
mean_lnrs = np.log(a_s) + mean_ln / 2
B_lda = c0 * mean_lnrs - c1
B_rpa = c0 * mean_lnrs + c_rpa
t2 = 3 * (1 - p)**2 / (8 * np.exp(lnS))
m = x > 1e-9

def tf_density(Z):               # density from its definition n = kF^3/(3 pi^2)
    r = b_tf * x[m] / Z**(1 / 3)
    n = (2 * Z * chi[m] / r)**1.5 / (3 * pi**2)
    return r, n, 1.5 * (p[m] - 1) * n / r, 4 * pi * r**3 * n * h

def pw92(n):
    return np.ravel(libxc.eval_xc(',LDA_C_PW_MOD', n, spin=0, deriv=0)[0])

def pbe(n, dn):
    rho = np.vstack([n, 0 * n, 0 * n, dn])
    return np.ravel(libxc.eval_xc(',GGA_C_PBE', rho, spin=0, deriv=0)[0])

for Z in (26.0, 1e6):
    r, n, dn, dN = tf_density(Z)
    assert abs(dN.sum() / Z - 1) < 1e-7
    ks2 = 4 * (3 * pi**2 * n)**(1 / 3) / pi
    t2_fd = (np.gradient(np.log(n), h) / r)**2 / (4 * ks2)
    assert np.max(np.abs(t2_fd / t2[m] - 1)[5:-5]) < 1e-3

lr = np.linspace(np.log(1e-8), np.log(1e4), 100)
rpa_spline = CubicSpline(lr, [eps_rpa(np.exp(v)) for v in lr])

def tf_energies(Z):              # correlation energy per electron: RPA, PW92, PBE
    r, n, dn, dN = tf_density(Z)
    lrs = np.clip(np.log(3 / (4 * pi * n)) / 3, lr[0], lr[-1])
    return np.array([dN @ rpa_spline(lrs), dN @ pw92(n), dN @ pbe(n, dn)]) / Z

ea, eb = pw92(3 / (4 * pi * np.array([1e-10, 1e-12])**3))
c0_pw = (ea - eb) / np.log(100)
c1_pw = c0_pw * np.log(1e-10) - ea
assert abs(c0_pw - c0) < 1e-6
beta = 0.06672455060314922       # defining parameter of PBE correlation
H_mean = w @ (c0 * np.log1p(beta * t2 / c0))
B_pw = c0_pw * mean_lnrs - c1_pw
B_pbe = B_pw + H_mean
e6, e9, e10 = tf_energies(1e6), tf_energies(1e9), tf_energies(1e10)
slopes = (e10 - e9) / np.log(10)
consts = e10 + A * np.log(1e10)
assert np.all(np.abs(slopes + A) < 3e-6)
assert np.all(np.abs(consts - np.array([B_rpa, B_pw, B_pbe])) < 1e-5)
rem6 = e6[1] + 2 / 3 * c0_pw * np.log(1e6) - B_pw
rem9 = e9[1] + 2 / 3 * c0_pw * np.log(1e9) - B_pw
assert 30 < rem6 / rem9 < 100    # factor 100 from Z^(-2/3), reduced by the logarithm
win = (x > 1e-12) & (x < 1e-10)
gea_rate = (w[win] @ t2[win]) / (h * win.sum())
assert abs(gea_rate - 3 / 8) < 1e-4

def tail_count(Z):
    lrs = np.log(a_s) - 2 / 3 * np.log(Z) + (lnx - lnchi) / 2
    return Z * np.exp(np.interp(0.0, lrs, lnchi + np.log(1 - p)))

j = np.searchsorted(x, 5.0)
assert abs(w[j:].sum() - w[j] / 2 - chi[j] * (1 - p[j])) < 1e-4
assert abs(tail_count(1e15) / (9 * pi / np.sqrt(2)) - 1) < 5e-3

# ---------- spherical, spin-unpolarized, nonrelativistic LDA atoms ----------
def ks_atom(Z, occ):
    dh = 0.005
    r = np.exp(np.arange(np.log(1e-7), np.log(60), dh)); wr = r * dh
    mats = []
    for l in range(len(occ)):
        nb = int(np.ceil(np.log(1e5 * Z * Z / 10**l) / np.log(1.8))) + 1
        a = 0.01 * 1.8**np.arange(nb)
        P = a[:, None] + a[None, :]
        S = gamma(l + 1.5) / (2 * P**(l + 1.5))
        nr = 1 / np.sqrt(np.diag(S)); N2 = np.outer(nr, nr)
        S = S * N2
        T = (2 * l + 3) * np.outer(a, a) / P * S
        V = -Z * gamma(l + 1) / (2 * P**(l + 1)) * N2
        assert abs(eigh(T + V, S)[0][0] / (-Z * Z / (2 * (l + 1)**2)) - 1) < 2e-4
        mats.append((S, T, V, nr[:, None] * r**(l + 1) * np.exp(-a[:, None] * r * r)))
    c = np.exp(np.interp(np.log(r * Z**(1 / 3) / b_tf), lnx, lnchi))
    v = np.minimum(Z * (1 - c), Z - 1) / r
    for it in range(400):
        rad, Ts, Vne = np.zeros_like(r), 0.0, 0.0
        for (S, T, V, U), f in zip(mats, occ):
            C = eigh(T + V + (U * (v * wr)) @ U.T, S)[1][:, :len(f)]
            f = np.array(f, float)
            rad += f @ (C.T @ U)**2
            D = (C * f) @ C.T
            Ts += np.sum(D * T); Vne += np.sum(D * V)
        n = rad / (4 * pi * r * r)
        out = cumulative_trapezoid(rad, dx=dh, initial=0)
        vH = cumulative_trapezoid(rad * r, dx=dh, initial=0) / r + out[-1] - out
        exc, vxc = libxc.eval_xc('LDA_X,LDA_C_PW_MOD', n, spin=0, deriv=1)[:2]
        exc, vr = np.ravel(exc), np.ravel(vxc[0])
        err = (rad * wr) @ np.abs(vH + vr - v)
        if err < 1e-4:
            break
        v = v + 0.2 * (vH + vr - v)
    dN = rad * wr
    assert err < 1e-4 and abs(dN.sum() - Z) < 1e-6
    UH = 0.5 * dN @ vH
    assert abs(2 * Ts + Vne + UH + 3 * dN @ (vr - exc)) / Ts < 5e-4
    return Ts + Vne + UH + dN @ exc, dN @ pw92(n), dN @ pbe(n, np.gradient(n, dh) / r)

print(f"G(0) = int R^2 du = {G0:.7f}")
print(f"c0 = {c0:.7f} Ha; RPA slope d eps/d ln rs = {slope_gas:.7f} Ha")
print(f"q * direct 2nd order at q=0.001 kF = {log_weight:.7f} Ha")
print(f"alpha = {alpha:.6f}; int R^2 ln R du = {R2lnR:.6f}; G integrals = {Gint:.6f}")
print(f"c_RPA = {c_rpa:.6f} Ha; eps_2x = {e2x:.6f} Ha; c1 = {c1:.6f} Ha")
print(f"PW92: c0 = {c0_pw:.7f} Ha, c1 = {c1_pw:.6f} Ha")
print(f"A = {A:.6f} Ha = {A * EV:.4f} eV")
print(f"TF: chi'(0) = {slope0:.6f}, b = {b_tf:.5f} bohr, a_s = {a_s:.5f} bohr")
print(f"<ln(x/chi)> = {mean_ln:.5f}; <ln rs> + (2/3) ln Z = {mean_lnrs:.5f}")
print(f"int x chi dx = {int_xchi:.4f}; <rs> Z^(2/3) = {a_s * int_xchi:.3f} bohr")
print(f"B_LDA (exact c1) = {B_lda:.5f} Ha = {B_lda * EV:.4f} eV")
print(f"B_RPA = {B_rpa:.5f} Ha; B_PW92 = {B_pw:.5f} Ha")
print(f"beta = {beta:.6f} Ha; <H> = {H_mean:.5f} Ha; B_PBE = {B_pbe:.5f} Ha")
print("slope of Ec/Z in ln Z, Z=1e9..1e10 (RPA, PW92, PBE): %.6f %.6f %.6f Ha" % tuple(slopes))
print("Ec/Z + A ln Z at Z=1e10 (RPA, PW92, PBE): %.5f %.5f %.5f Ha" % tuple(consts))
print(f"PW92 remainder/Z: {rem6:.2e} Ha (1e6), {rem9:.2e} Ha (1e9), ratio {rem6 / rem9:.1f}")
print(f"d<t2>/d ln(1/x) = {gea_rate:.5f}; spurious beta/4 = {beta / 4:.5f} Ha")
print(f"t2 at x=1: {np.interp(0.0, lnx, t2):.4f}; at largest x: {t2[-1]:.4f}")
print(f"electrons with rs>1: {tail_count(1e15):.2f} (Z=1e15), limit {9 * pi / np.sqrt(2):.2f}")
atoms = [("Fe", 26, [[2] * 4, [6] * 2, [6]]),
         ("Hf", 72, [[2] * 6, [6] * 4, [10, 10, 2], [14]])]
for name, Z, occ in atoms:
    Etot, Ec_lda, Ec_pbe = ks_atom(Z, occ)
    Ec_tf = Z * tf_energies(float(Z))[1]
    assert abs(Ec_tf / Ec_lda - 1) < 0.10
    lead = -A * Z * np.log(Z)
    print(f"{name}: Z = {Z}, ln Z = {np.log(Z):.4f}, TF electrons with rs>1 = {tail_count(Z):.2f}")
    print(f"{name}: -A Z ln Z = {lead:.3f} Ha = {lead * EV:.1f} eV")
    print(f"{name}: two-term LDA = {lead + B_lda * Z:.3f} Ha, PW92 = {lead + B_pw * Z:.3f} Ha")
    print(f"{name}: two-term PBE = {lead + B_pbe * Z:.3f} Ha")
    print(f"{name}: PW92 on TF density = {Ec_tf:.3f} Ha")
    print(f"{name}: LDA total energy = {Etot:.1f} Ha")
    print(f"{name}: on LDA density, PW92 = {Ec_lda:.3f} Ha, PBE = {Ec_pbe:.3f} Ha")
    print(f"{name}: leading term / PW92 = {lead / Ec_lda:.3f}, / PBE = {lead / Ec_pbe:.3f}")
print("all tests passed")
```

Running it gives:

```
G(0) = int R^2 du = 0.3213355
c0 = 0.0310907 Ha; RPA slope d eps/d ln rs = 0.0310905 Ha
q * direct 2nd order at q=0.001 kF = -0.0621814 Ha
alpha = 0.521062; int R^2 ln R du = -0.176945; G integrals = -0.090043
c_RPA = -0.071099 Ha; eps_2x = 0.024179 Ha; c1 = 0.046920 Ha
PW92: c0 = 0.0310907 Ha, c1 = 0.046643 Ha
A = 0.020727 Ha = 0.5640 eV
TF: chi'(0) = -1.588071, b = 0.88534 bohr, a_s = 1.27688 bohr
<ln(x/chi)> = 2.22313; <ln rs> + (2/3) ln Z = 1.35599
int x chi dx = 9.1943; <rs> Z^(2/3) = 11.740 bohr
B_LDA (exact c1) = -0.00476 Ha = -0.1296 eV
B_RPA = -0.02894 Ha; B_PW92 = -0.00448 Ha
beta = 0.066725 Ha; <H> = 0.04388 Ha; B_PBE = 0.03939 Ha
slope of Ec/Z in ln Z, Z=1e9..1e10 (RPA, PW92, PBE): -0.020727 -0.020727 -0.020727 Ha
Ec/Z + A ln Z at Z=1e10 (RPA, PW92, PBE): -0.02894 -0.00449 0.03939 Ha
PW92 remainder/Z: -5.15e-05 Ha (1e6), -8.65e-07 Ha (1e9), ratio 59.5
d<t2>/d ln(1/x) = 0.37500; spurious beta/4 = 0.01668 Ha
t2 at x=1: 1.5607; at largest x: 0.5000
electrons with rs>1: 19.99 (Z=1e15), limit 19.99
Fe: Z = 26, ln Z = 3.2581, TF electrons with rs>1 = 5.92
Fe: -A Z ln Z = -1.756 Ha = -47.8 eV
Fe: two-term LDA = -1.880 Ha, PW92 = -1.872 Ha
Fe: two-term PBE = -0.732 Ha
Fe: PW92 on TF density = -2.136 Ha
Fe: LDA total energy = -1261.1 Ha
Fe: on LDA density, PW92 = -2.198 Ha, PBE = -1.130 Ha
Fe: leading term / PW92 = 0.799, / PBE = 1.554
Hf: Z = 72, ln Z = 4.2767, TF electrons with rs>1 = 8.04
Hf: -A Z ln Z = -6.382 Ha = -173.7 eV
Hf: two-term LDA = -6.725 Ha, PW92 = -6.705 Ha
Hf: two-term PBE = -3.546 Ha
Hf: PW92 on TF density = -7.187 Ha
Hf: LDA total energy = -14317.5 Ha
Hf: on LDA density, PW92 = -7.344 Ha, PBE = -4.269 Ha
Hf: leading term / PW92 = 0.869, / PBE = 1.495
all tests passed
```
